# Storage time equivalent to one hot minute of first-order decomposition

## Problem

A liquid precursor for atomic layer deposition is stored near room temperature and passes through a heated delivery line on its way to the reactor. It decomposes irreversibly by a first-order reaction with activation energy $E_a=120$ kJ/mol. A portion of the liquid spends one minute at $T_h=400$ K. How long must another portion stay at $T_c=298.15$ K to lose the same fraction by decomposition?

Assume that each portion has a uniform, constant temperature during its exposure, and that the rate constant follows the Arrhenius law

$$k(T)=A\,e^{-E_a/RT},$$

with the same prefactor $A$ and the same $E_a$ at both temperatures. Here $R=8.314463$ J/(mol K) is the gas constant. The subscripts $h$ and $c$ mean hot and cold, and $t_h=60$ s. The prefactor is not given, so part of the question is whether it is needed.

## First estimate by scaling

If the loss is small, it is roughly the rate constant multiplied by the time. Equal losses then need a storage time longer than one minute by the factor by which the reaction slows on cooling. To estimate this factor, ask how many kelvin change the rate by a factor $e$. From $\ln k=\ln A-E_a/RT$,

$$\frac{d\ln k}{dT}=\frac{E_a}{RT^2}.$$

The sign is positive because $-1/T$ increases with $T$. The reciprocal of this slope is a temperature scale,

$$\theta(T)=\frac{RT^2}{E_a}.$$

If $\theta$ were constant, cooling by $\Delta T=T_h-T_c$ would slow the reaction by $e^{\Delta T/\theta}$. Here $\Delta T=101.85$ K and $E_a/R=14432.68$ K.

The scale depends on where it is evaluated. At the hot end,

$$\theta(T_h)=\frac{(400\ \mathrm K)^2}{14432.68\ \mathrm K}=11.09\ \mathrm K,\qquad \frac{\Delta T}{\theta(T_h)}=9.19,$$

and $e^{9.19}$ minutes is about 6.8 days. At the cold end, $\theta(T_c)=6.16$ K. The exponent becomes 16.54, and the estimate rises to about 29 years.

These two values bracket the answer within the Arrhenius model. The slope $E_a/RT^2$ decreases as $T$ rises, so the hot-end slope is the smallest in the interval and the cold-end slope is the largest. The bracket is very wide because an error in the slope is multiplied by 101.85 K and then exponentiated.

A more balanced choice is the midpoint, $T_m=(T_h+T_c)/2=349.075$ K:

$$\theta(T_m)=8.44\ \mathrm K,\qquad \frac{\Delta T}{\theta(T_m)}=12.06.$$

This gives about $1.73\times10^5$ minutes, or 120 days. The expected answer is therefore several months.

## Exact solution

### From the rate equation to the fraction lost

Let $c(t)$ be the concentration of intact precursor, with $c(0)=c_0$. First-order decomposition means

$$\frac{dc}{dt}=-kc.$$

At constant temperature $k$ is constant. Dividing by $c$ and integrating from $0$ to $t$ gives

$$\int_{c_0}^{c(t)}\frac{dc'}{c'}=-k\int_0^t dt',\qquad \ln\frac{c(t)}{c_0}=-kt.$$

Hence $c(t)=c_0e^{-kt}$, and the fraction lost is

$$x=\frac{c_0-c(t)}{c_0}=1-e^{-kt}.$$

The starting concentration has cancelled. The loss depends on temperature and time through the product $kt$ alone.

### The condition for equal losses

The derivative of $1-e^{-s}$ with respect to $s$ is $e^{-s}$, which is positive. The function is therefore strictly increasing, and two losses are equal if and only if their values of $s=kt$ are equal:

$$k(T_h)t_h=k(T_c)t_c.$$

This condition does not require a small loss. Solving for $t_c$ and inserting the Arrhenius law,

$$t_c=t_h\frac{A e^{-E_a/RT_h}}{A e^{-E_a/RT_c}}
=t_h\exp\!\left(-\frac{E_a}{RT_h}+\frac{E_a}{RT_c}\right).$$

The prefactor cancels, and

$$\boxed{t_c=t_h\exp\!\left[\frac{E_a}{R}\left(\frac1{T_c}-\frac1{T_h}\right)\right].}$$

Since $T_c<T_h$, the bracket is positive and the storage time is longer than the hot time. The factor becomes 1 if the temperatures are equal or if $E_a=0$, as it should: in either case the two rates are the same.

### The number

The reciprocal temperatures are

$$\frac1{T_c}=0.003354016\ \mathrm{K^{-1}},\qquad \frac1{T_h}=0.002500000\ \mathrm{K^{-1}},$$

and their difference is $0.000854016\ \mathrm{K^{-1}}$. The exponent is

$$14432.68\ \mathrm K\times0.000854016\ \mathrm{K^{-1}}=12.32575.$$

Its exponential is 225426. One minute at 400 K therefore corresponds to 225426 minutes at 298.15 K. With 1440 minutes in a day,

$$t_c=\frac{225426}{1440}\ \text{days}=156.55\ \text{days}\approx157\ \text{days}.$$

The extra digits serve the arithmetic and do not express confidence in a shelf life. An error of 0.01 in the exponent already changes the time by about 1%, or 1.6 days.

### What the prefactor does

The equivalent time is independent of $A$, but the size of the loss is not. Take $A=10^{11}\ \mathrm{s^{-1}}$ as a round model value. Then

$$k(T_h)=2.1375\times10^{-5}\ \mathrm{s^{-1}},\qquad k(T_c)=9.4822\times10^{-11}\ \mathrm{s^{-1}}.$$

For the hot minute, $k(T_h)t_h=1.28252\times10^{-3}$. The storage period of $1.3526\times10^7$ s gives the same product, and both losses are 0.128%.

With $A=10^{13}\ \mathrm{s^{-1}}$ the common loss is 12.0%; with $A=10^9\ \mathrm{s^{-1}}$ it is 0.00128%. Numerical integration of the rate equation at the two temperatures, with the storage time found by matching the losses, gave 156.55 days for all three prefactors. Equal damage thus does not mean acceptable damage: that judgement needs $A$, or one loss measured over a known time at a known temperature.

## Comparison of the estimate and the exact result

The difference between the two calculations can be traced algebraically. Putting the reciprocals over a common denominator,

$$\frac1{T_c}-\frac1{T_h}=\frac{T_h-T_c}{T_hT_c}=\frac{\Delta T}{T_hT_c},$$

so the exact exponent is

$$\frac{E_a\,\Delta T}{R\,T_hT_c}.$$

The scaling estimate has the same form, with $T^2$ in place of $T_hT_c$. It would be exact if $\theta$ were evaluated at the geometric mean $\sqrt{T_hT_c}=345.3$ K.

The midpoint is slightly warmer. Since $T_h=T_m+\Delta T/2$ and $T_c=T_m-\Delta T/2$,

$$T_hT_c=T_m^2-\left(\frac{\Delta T}{2}\right)^2.$$

The ratio of the midpoint exponent to the exact one is therefore

$$\frac{T_hT_c}{T_m^2}=1-\left(\frac{\Delta T}{2T_m}\right)^2=0.979.$$

An exponent that is 2.1% too small sounds harmless, but 2.1% of 12.33 is 0.26, and $e^{-0.26}=0.77$. This is why the midpoint estimate of 120 days lies 23% below the exact 157 days. The hot-end estimate has an exponent too small by 3.14, which makes its time too short by a factor of about 23.

## A second case: other rate laws

The first-order law is sufficient for the result, but it is not necessary. Suppose that the fraction lost obeys

$$\frac{dx}{dt}=k(T)f(x),$$

where $f$ is positive over the range considered and does not depend on temperature. Starting both portions at $x=0$ and separating the variables gives

$$\int_0^x\frac{dx'}{f(x')}=k(T)t.$$

The left side increases strictly with $x$, so equal losses again require equal $kt$. The same time ratio follows.

Two numerical cases with $A=10^{13}\ \mathrm{s^{-1}}$ illustrate this. For second-order loss, $f=(1-x)^2$, the hot minute destroys 11.4%. Here $k$ includes the initial concentration, taken as equal in the two portions. For the autocatalytic form $f=(1-x)(0.05+x)$ the loss is 0.68%. In both cases the matching storage time is 156.55 days. The shape of the decay curve changes the damage, while the common activation energy fixes the time ratio. In the autocatalytic form this means that the uncatalysed and catalysed steps are assumed to share one activation energy. If the catalysed step had 100 kJ/mol and the same rate at 400 K, the time would be about 114 days.

## When the assumptions change

In what follows, one feature is changed at a time and the others keep their stated values. A longer equivalent storage time means that the hot exposure does more damage compared with storage.

### Activation energy and temperature

Changing $E_a$ by 5 kJ/mol changes the exponent by

$$\frac{5000}{8.314463}\times0.000854016=0.514,$$

which is a factor of 1.67 in time. The answer is 94 days for 115 kJ/mol and 262 days for 125 kJ/mol.

If the hot minute is spent at 410 K instead of 400 K, the equivalent storage time rises to 377 days. If the line is at 400 K but the store is at 303.15 K, the time falls to 70.5 days. A 5 K warmer store thus more than halves the time.

A store that swings in temperature also does more damage than a steady one at the same mean. The second derivative of the rate constant is

$$\frac{d^2k}{dT^2}=k\,\frac{E_a}{RT^3}\left(\frac{E_a}{RT}-2\right),$$

which is positive here because $E_a/RT$ is about 48. The curve bends upward, so the warm half of the cycle adds more than the cool half removes. For a sinusoidal swing of amplitude 5 K, the mean rate over complete cycles is 1.163 times the steady rate. If the cycle is short compared with the storage period, as for a daily swing, the equivalent time is $156.55/1.163$, or about 135 days. A slow swing does not average out: a yearly cycle of the same amplitude gives about 91, 91, 218 and 157 days for four starting points a quarter cycle apart.

### Heating and cooling

A real portion of liquid does not jump to 400 K. When the temperature varies, integrating $dc/c=-k\,dt$ replaces $kt$ by $\int k(T(t))\,dt$. Consider a linear ramp from $T_c$ to $T_h$ at rate $b$. Since $dt=dT/b$, it is equivalent to an extra time at $T_h$ of

$$t_{\rm ramp}=\frac1b\int_{T_c}^{T_h}\frac{k(T)}{k(T_h)}\,dT.$$

Near the hot end, $k(T)/k(T_h)\approx e^{(T-T_h)/\theta(T_h)}$. The integrand is very small at $T_c$, so the lower limit may be moved to minus infinity in this approximation:

$$t_{\rm ramp}\approx\frac1b\int_{-\infty}^{T_h}e^{(T-T_h)/\theta(T_h)}dT=\frac{\theta(T_h)}b.$$

For $b=1$ K/s this is 11.09 s, while quadrature of the full expression gives 10.52 s. The estimate is high for two reasons: the Arrhenius rate falls faster on cooling than the exponential with fixed slope, and the extended limit adds a positive area. The first accounts for nearly all of the 0.57 s excess; the second is only about 0.001 s.

A cooling ramp at the same speed contributes the same amount. Heating, holding for one minute and cooling are together equivalent to $60+2\times10.52=81.04$ s at 400 K. The storage time becomes

$$156.55\times\frac{81.04}{60}=211.4\ \text{days}.$$

Each ramp lasts 101.85 s, but only its hottest part contributes much.

### A prefactor that depends on temperature

In the Eyring form with a temperature-independent activation entropy, $k=CT\,e^{-\Delta H/RT}$, where $C$ is constant and $\Delta H$ is the activation enthalpy. The equivalent time acquires a factor $T_h/T_c$:

$$t_c=t_h\frac{T_h}{T_c}\exp\!\left[\frac{\Delta H}{R}\left(\frac1{T_c}-\frac1{T_h}\right)\right].$$

The meaning of "120 kJ/mol" now matters. The activation energy obtained from the local slope is

$$RT^2\frac{d\ln k}{dT}=RT^2\left(\frac1T+\frac{\Delta H}{RT^2}\right)=\Delta H+RT.$$

If 120 kJ/mol is this slope at 400 K, then $\Delta H=116.67$ kJ/mol and the answer is 149 days. If 120 kJ/mol is instead the enthalpy itself, the answer is 210 days. Both answers contain the same factor $T_h/T_c=1.34$, so the difference between them comes entirely from the definition of the quoted energy.

### A hidden second channel

The result fails if a second first-order reaction has a different activation energy. Let a side channel with 80 kJ/mol supply 1.0% of the main rate at 400 K. On cooling, its rate relative to the main channel grows by

$$\exp\!\left[\frac{40000}{8.314463}\times0.000854016\right]=60.9.$$

It therefore reaches 60.9% of the main rate at 298.15 K. These chosen values imply a prefactor only about $6\times10^{-8}$ times that of the main channel, so the example is an assumed minor route with a very small effective prefactor. Equating the total losses gives

$$t_c=156.55\times\frac{1+0.010}{1+0.609}\ \text{days}=98.3\ \text{days}.$$

A channel that is barely visible in a hot test can thus matter greatly in storage.

### Tunnelling

If the decomposition transfers a hydrogen atom, tunnelling can raise the cold rate more than the hot rate. Let $\tilde\nu$ be the imaginary wavenumber that describes the curvature of the barrier top, and define $u=hc\tilde\nu/k_BT$, where $c$ in this expression is the speed of light. For a parabolic barrier, the transmission probability at an energy $\varepsilon k_BT$ above the top is $1/(1+e^{-2\pi\varepsilon/u})$. Its thermal average relative to classical passage is

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-\varepsilon}}{1+e^{-2\pi\varepsilon/u}}\,d\varepsilon.$$

With $z=e^{-2\pi\varepsilon/u}$ and $p=u/2\pi$, one has $e^{-\varepsilon}=z^p$ and $d\varepsilon=-p\,dz/z$. Reversing the limits removes the minus sign, so for $0<p<1$

$$\kappa=p\int_0^\infty\frac{z^{p-1}}{1+z}\,dz=\frac{p\pi}{\sin p\pi}=\frac{u/2}{\sin(u/2)}.$$

For small $u$ this becomes the Wigner factor $1+u^2/24$.

Take $\tilde\nu=1000\ \mathrm{cm^{-1}}$ as an assumed value and keep 120 kJ/mol for the classical rate. The storage time is multiplied by $\kappa(T_h)/\kappa(T_c)$. The Wigner factors, 1.539 hot and 1.970 cold, give 122 days. The parabolic factors, 1.846 and 3.623, give 80 days. The disagreement shows that $u$, about 4.8 in storage, is too large for the Wigner expansion to be reliable. The parabolic form also idealizes the real barrier: for this wavenumber it diverges at 229 K, where $u=2\pi$, and a symmetric Eckart barrier of the same height and curvature gives 86 days. The meaning of 120 kJ/mol matters here too. If it is the slope measured at 400 K with tunnelling included, the parabolic factor gives about 129 days. These figures indicate a size and are not a correction to adopt.

## Reading the result for a real precursor

The values of $E_a$ and $A$ are round model parameters, not measured constants of a particular compound. Real vessels can break the assumption of a single channel, because traces of water or reactive walls may open other routes of loss. In the side-channel example above, such a route moves the answer from 157 to 98 days; a real one could move it further.

Within the model, the result also works as an exchange rate. A year of storage at 298.15 K costs as much precursor as $365/156.55=2.3$ minutes at 400 K. Using it for a shelf life requires evidence that the same reaction accounts for nearly all the loss at both temperatures, and an activation energy known to much better than 5 kJ/mol if a factor of 1.67 matters.

## Table of computed values

```
Activation energy: 120 kJ/mol
Hot temperature: 400.00 K; hold: 60 s
Storage temperature: 298.15 K
Gas constant: 8.314463 J/(mol K)
Ea/R: 14432.68 K
1/T_hot: 0.002500000 1/K
1/T_cold: 0.003354016 1/K
Difference of reciprocals: 0.000854016 1/K
Exponent: 12.32575
Time ratio: 225426
Equivalent storage: 1.3526e+07 s = 156.55 days
Example prefactor: 1.0e+11 1/s
k at 400 K: 2.1375e-05 1/s
k at 298.15 K: 9.4822e-11 1/s
k t, hot: 1.28252e-03; cold: 1.28252e-03
Loss, hot: 0.12817 %; cold: 0.12817 %
Integrated rate equation, three prefactors:
  A 1e+09 1/s: loss 0.00128 %, 156.55 days
  A 1e+11 1/s: loss 0.12817 %, 156.55 days
  A 1e+13 1/s: loss 12.03686 %, 156.55 days
Other rate laws, A = 1e13 1/s:
  second order: loss 11.3673 %, 156.55 days
  autocatalytic: loss 0.6818 %, 156.55 days
Equivalent storage when one assumption changes:
  Ea 115 kJ/mol: 93.7 days
  Ea 125 kJ/mol: 261.6 days
  hot spot 410 K: 377.4 days
  storage 303.15 K: 70.5 days
  storage swing +/-5 K: 134.6 days
    mean rate raised by factor 1.163
  ramps of 1 K/s included: 211.4 days
    duration of each ramp: 101.85 s
    each ramp equals 10.52 s at 400 K
    simple ramp estimate: 11.09 s
  Eyring, local Ea at 400 K: 149.2 days
    activation enthalpy then: 116.67 kJ/mol
  Eyring, enthalpy 120 kJ/mol: 210.0 days
  side channel 80 kJ/mol: 98.3 days
    side/main rate at 400 K: 1.0 %
    side/main rate at 298.15 K: 60.9 %
  tunnelling, assumed 1000 cm^-1:
    Wigner factors, hot 1.539, cold 1.970
    Wigner storage: 122.3 days
    parabolic, hot 1.846, cold 3.623
    parabolic storage: 79.8 days
```
